# Grid error and its correction in polar zero-point band shifts, part 2

In a polar insulator, virtual longitudinal optical (LO) phonons lower an electron at the conduction-band bottom. Allen–Heine–Cardona (AHC) theory sums this shift over phonon wavevectors $\mathbf q$ on an $N\times N\times N$ grid. The squared vertex $|g_{\mathbf q}|^2=\frac{2\pi\omega}{\epsilon^*\Omega q^2}$ is singular, so the naive sum omits $\mathbf q=0$ (primed sums). The task is to remove the resulting error.

Hartree atomic units are used, with energies in meV. The cubic cell has side $a$, $\Omega=a^3$, $L=Na$, $V=L^3$, $h=2\pi/L$; $\mathbf n$ is an integer vector and $\mathbf R=L\mathbf n$. The LO frequency is $\omega$, the band mass $m$, the band energy from the edge $\varepsilon_{\mathbf q}$; $1/\epsilon^*=1/\epsilon_\infty-1/\epsilon_0$ and $\kappa^2=2m\omega$.

$$\Sigma_N=-\frac{2\pi}{\epsilon^*V}{\sum_{\mathbf q}}'F(\mathbf q),\qquad F=\frac{\omega}{q^2(\varepsilon_{\mathbf q}+\omega)}$$

The converged value is $\Sigma_\infty$. The valence edge rises by the analogous hole sum. For a parabolic band, $F=\frac1{q^2}-\frac1{q^2+\kappa^2}$, a sphere of radius $R$ contributes

$$S(R)=-\frac{\kappa}{\pi\epsilon^*}\arctan\frac R\kappa=-\alpha\omega\,\frac2\pi\arctan\frac R\kappa,\qquad \alpha\omega=\frac{1}{\epsilon^*}\sqrt{\frac{m\omega}{2}}=\frac{\kappa}{2\epsilon^*},$$

and the grid error is

$$E(L)\equiv\Sigma_N-\Sigma_\infty=\frac{M}{2\epsilon^*L}-\frac{2\pi}{\epsilon^*\kappa^2L^3}+\frac1{2\epsilon^*}{\sum_{\mathbf R}}'\frac{e^{-\kappa R}}{R}.$$

$$E=\frac AN-\frac B{N^3}+\text{images},\qquad A=\frac M{2\epsilon^*a},\qquad B=\frac{2\pi}{\epsilon^*\kappa^2a^3}.$$

The Madelung constant is $M=2.837297$ ($\Gamma$-centred grid) or $M_s=1.747565$ (half-step shifted). The $1/N$ law requires $\kappa L\gg1$. Generally, an integrand term of degree $d>-3$ in $q$ costs an error $C_dh^{3+d}$; for the LO branch, odd degrees cancel by inversion. Also $Z_4={\sum_{\mathbf n}}'\frac1{n^4}=16.53232$.

The adiabatic sum drops $\omega$ from the denominator and diverges with $N$. Broadening by $\eta$ gives

$$F_\eta=\frac{\omega\,\varepsilon}{q^2(\varepsilon^2+\eta^2)}=\frac{\kappa^2}{q^4+\lambda^4},\qquad\lambda^2=2m\eta ,$$

with parabolic shift $-\alpha\omega\sqrt{\omega/2\eta}$.

A program tests the results on a lattice model: $Q^2=2\sum_i(1-\cos q_ia)/a^2$ replaces $q^2$ in the vertex, and $\varepsilon=Q^2/2m$. Zone averages use $\frac1{2\pi}\int_{-\pi}^{\pi}d\theta\,e^{-z(1-\cos\theta)}=e^{-z}I_0(z)$, with $I_0$ the modified Bessel function. Parameters: $a=10$ bohr, $m_e=0.5$, $m_h=1.0$, $\epsilon_\infty=5$, $\epsilon_0=10$, $\omega=50$ meV. Hence $\epsilon^*=10$ and, for the electron, $\kappa=0.042866$ bohr$^{-1}$, $\alpha\omega=58.32$, $\Sigma_\infty=-60.789$, $A=386.03$, $B=9305$ meV.

## First cure: extrapolation

With $e_N=A/N-B/N^3$, the combination that cancels $A$ leaves

$$2e_{2N}-e_N=\Big(\frac AN-\frac{2B}{8N^3}\Big)-\Big(\frac AN-\frac B{N^3}\Big)=\frac{3B}{4N^3}.$$

For the pair $(24,48)$, $2(-52.831)+45.381=-60.281$ meV, a residual of $0.508$ meV against the predicted $0.505$, tested to 3%. For $(16,32)$ the residual is $1.656$ against $1.704$ meV. For $(8,16)$ it is $8.90$ and for $(4,8)$ it is $24.24$ meV, 40% of the shift: a straight line through grids with $\kappa L$ of a few units does not reach the answer, and $3B/4N^3$ ($13.6$ and $109$ meV) no longer describes the residual because the image terms are large.

Three grids allow one more term, and the derivation says which. An extrapolation is a weighted sum $\sum_jw_j\Sigma_{N_j}$ with $\sum w_j=1$. For $N=16,24,32$, proportional to $2,3,4$, the conditions $\sum w_j/N_j=\sum w_j/N_j^3=0$ are met by $w=(14,-81,80)/13$, since $14/2-81/3+80/4=0$ and $14/8-81/27+80/64=0$. What survives is mainly the image term of the coarsest grid, $E-A/N+B/N^3=21.914-24.127+2.272=0.059$ meV, times $14/13$, which is $0.06$ meV; the program finds $0.058$ meV.

The fit $\{1,N^{-1},N^{-2}\}$ is quadratic interpolation in $x=1/N$ evaluated at $x=0$. If $p$ interpolates $x^3$ at $x_1,x_2,x_3$, then $x^3-p(x)=\prod(x-x_j)$, because the left side is a monic cubic with these roots, and $p(0)=x_1x_2x_3$. The term $-Bx^3$ therefore leaves $-9305/(16\cdot24\cdot32)=-0.76$ meV. The Lagrange weights are $N_1^2/[(N_1-N_2)(N_1-N_3)]$ and permutations, $(2,-9,8)$, and the remainder at $N=16$, $21.899-24.127+2.272=0.044$ meV, adds about $+0.09$ meV; the remainders at $N=24$ and $32$, about $-0.004$ and $-0.002$ meV, add about $+0.04$ and $-0.02$ meV, for a total near $-0.65$ meV. The computed residual is $-0.652$ meV, eleven times that of the correct fit.

Extrapolation needs no material parameters. It needs several grids, all with $\kappa L\gg1$, and its weights amplify numerical noise in $\Sigma_N$: the largest are 2 for the two-grid rule, $81/13\approx6$ for the fit with $N^{-3}$ and 9 for the fit with $N^{-2}$.

## Second cure, first attempt: fill the missing cell

The omitted point suggests adding the analytic integral over its cell, taken as a sphere of volume $h^3$, with radius $R_1=h(3/4\pi)^{1/3}$. Expanding $\arctan x=x-x^3/3+\dots$,

$$S(R_1)=-\frac{R_1}{\pi\epsilon^*}+\frac{R_1^3}{3\pi\epsilon^*\kappa^2}-\dots=-\frac{2(3/4\pi)^{1/3}}{\epsilon^*L}+\frac{2\pi}{\epsilon^*\kappa^2L^3}-\dots,$$

with $h=2\pi/L$ and $R_1^3=3h^3/4\pi$. The second term cancels $-B/N^3$ exactly. The first cancels only the fraction $4(3/4\pi)^{1/3}/M$ of $A/N$, and the fraction

$$1-\frac{4(3/4\pi)^{1/3}}{M}=0.1254$$

survives. The predicted coefficient is $0.1254\,A=48.42$ meV and the grids give $48.43$ meV, tested to $2\times10^{-3}$ relative. The reason is that the neighbouring cells are also badly sampled. The average of a function over a cube of side $h$ exceeds its central value by $\frac{h^2}{24}\nabla^2F$ to leading order, since $\langle x_i^2\rangle=h^2/12$. For $F=q^{-2}$, $\nabla^2F=2q^{-4}$, so the cell at $h\mathbf n$ misses about $h^3\cdot h^2/(12h^4n^4)=h/(12n^4)$. This estimate is accurate only for $n\gg1$: summed over all cells it gives $Z_4h/12=1.38h$, while the amount left by the one-cell sphere is $[\pi M-4\pi(3/4\pi)^{1/3}]h=1.12h$. The difference comes from higher orders in the nearest cells and from replacing the cubic cell by a sphere. Every shell near the origin has an error of order $h$, because $1/q^2$ has no scale and looks the same on every grid in units of $h$. The one-cell correction lowers the prefactor by a factor of 8 and keeps the power: $2.71$ meV at $N=16$, $1.50$ at $32$, $0.76$ at $64$.

## Second cure, done fully: subtract on the grid, add the integral

The failure shows what is needed. The model must be removed from all grid points in a region of fixed size $q_c$, independent of $h$, and its integral over that region added. Let $F_t$ be the true integrand, $F$ the parabolic Fröhlich model and $\theta$ the indicator of the sphere:

$$\Sigma_N^{\rm corr}=\Sigma_N+\frac{h^3}{4\pi^2\epsilon^*}\sum_{0<|\mathbf q|\le q_c}F(\mathbf q)+S(R).$$

The error of $\Sigma_N^{\rm corr}$ is the grid error of $G=F_t-F\theta$. At the origin the degree $-2$ terms cancel and $G$ starts at degree 0. The singularity has been traded for a jump of height $F_c=F(q_c)$ on the sphere.

The jump is handled by the choice of $R$. Write $G=[F_t-(F-F_c)\theta]-F_c\theta$, where the bracket is continuous at $q_c$. Let $n_{\rm in}$ be the number of grid points with $|\mathbf q|\le q_c$, counting the origin, and fix $R$ by

$$\frac{4\pi}3R^3=n_{\rm in}h^3 .$$

For the piece $-F_c\theta$, sum minus integral is $-F_ch^3(n_{\rm in}-1)+F_ch^3n_{\rm in}=+F_ch^3$. The bracket contains the constant $+F_c$ near the origin, and omitting that point costs $-F_ch^3$. The two cancel, which is why the origin is counted. What remains is a continuous function with a kink. About $q_c^2/h^2$ cells are cut by the sphere, each with an error of at most order $|F'|h\cdot h^3$; the uncut cells, of order $h^{-3}$ in number, each have a midpoint error of order $h^5$; and the shell between $q_c$ and $R$, of thickness at most of order $h$, contributes at most area times $|F'|h^2$. Each is $O(h^2)$, so the residual is bounded by a constant over $N^2$, with irregular sign because it depends on how the sphere cuts the lattice.

With $q_c=0.1$ bohr$^{-1}$, $q_c/\kappa=2.33$, the residuals are these, in meV.

| $N$ | $n_{\rm in}$ | raw | one cell | sphere | $\Sigma_N-E(L)$ |
|---|---|---|---|---|---|
| 4 | 1 | 45.552 | 2.617 | 2.617 | 0.0847 |
| 8 | 7 | 34.898 | 3.366 | 0.036 | −0.0196 |
| 16 | 81 | 21.899 | 2.711 | 0.089 | −0.0152 |
| 32 | 515 | 11.777 | 1.498 | −0.006 | −0.0023 |
| 64 | 4385 | 5.996 | 0.756 | −0.001 | −0.0003 |

At $N=16$ the corrected value is $-60.789+0.089=-60.700$ meV, off by 0.15% of the shift where the raw sum is off by 36%. At $N=4$ the sphere holds only the origin and the scheme is the one-cell correction. The program tests the bound $300/N^2$ meV for $N=16$ to $96$; the residuals lie well below it, and the one-cell residual at $N=64$ lies ten times above it.

**The limit $q_c\to\infty$.** The model is an analytic function and may be summed beyond the zone. As $q_c\to\infty$ the jump vanishes, and the model's grid sum minus its integral is $E(L)$. The correction becomes $\Sigma_N^{\rm corr}=\Sigma_N-E(L)$, with no sphere and no boundary noise. At $N=16$, $-38.890-21.914=-60.804$ meV. Its residual follows from the degree counting. Expanding the cosines, $Q^2=q^2-\frac{a^2}{12}\sum_iq_i^4+\dots$, so

$$\frac1{Q^2}=\frac1{q^2}+\frac{a^2}{12}\frac{\sum_iq_i^4}{q^4}+\dots$$

The degree-0 term adds $c\,a^2/L^3$ to $V^{-1}\sum'$, with $c$ a pure number, and the shift acquires the residual $-2\pi c/(\epsilon^*aN^3)$. The smooth periodic piece $1/(Q^2+\kappa^2)$ gives the same omitted-point term as the model, plus images. The constant is measured here and not derived: $c=0.0430$ from $N=64$ and $0.0429$ from $N=96$, and their agreement is the test of the $N^{-3}$ law. Relative to the factor $1/(\kappa a)^2=5.44$ in $B$ it is 0.8%. The residual changes sign between $N=4$ and $N=8$. A positive contribution is expected, because the lattice pole along an axis, at $q=i\kappa'$ with $\cosh\kappa'a=1+\kappa^2a^2/2$, has $\kappa'<\kappa$ and the true images decay more slowly than the model's. That this accounts for the sign change is a conjecture; it was not computed. The residuals in the last two columns are this small partly because the model has exactly the right $m$, $\omega$ and $\epsilon^*$.

**Which inputs matter.** If the model uses a wrong $\kappa$, then $F_t-F\to1/\kappa^2-1/\kappa_t^2$ at small $q$, which is degree 0 and costs only $N^{-3}$. If $1/\epsilon^*$ is wrong by a fraction $\delta$, a term $\delta/q^2$ survives, and with it $\delta A/N$. The dielectric input must therefore be the one implied by the computed vertices themselves, from the same Born charges and $\epsilon_\infty$.

## The correction on an adiabatic base

The Nery–Allen correction applies the same idea to a broadened adiabatic calculation, and so has two faults to repair, the sampling and the denominator. It subtracts the model $F_\eta$ on the points inside the sphere and adds the non-adiabatic integral:

$$\Sigma_N^{\rm NA}=\Sigma_N^{{\rm ad},\eta}+\frac{h^3}{4\pi^2\epsilon^*}\sum_{0<|\mathbf q|\le q_c}F_\eta(\mathbf q)+S(R).$$

True and model broadened integrands are both smooth and agree at $\mathbf q=0$, so no $1/N$ term arises, provided $\lambda L\gg1$. The condition on $\eta$ is needed. At $\eta=0$, $1/Q^4=1/q^4+\frac{a^2}6\sum_iq_i^4/q^6+\dots$, so the difference between truth and model has degree $-2$ and a $1/N$ error returns.

The limit $N\to\infty$ is $\Sigma_\infty^{{\rm ad},\eta}-S_\eta(q_c)+S(q_c)$, with $S_\eta$ the sphere integral of $F_\eta$. The zone value comes from $1/(s^2+b^2)=b^{-1}\int_0^\infty\sin(b\tau)e^{-s\tau}d\tau$ with $s=Q^2a^2$, $b=\lambda^2a^2$ and $\kappa^2/\lambda^2=\omega/\eta$, which gives $-\frac{2\pi}{\epsilon^*a}\frac\omega\eta\int_0^\infty\sin(\lambda^2a^2\tau)[e^{-2\tau}I_0(2\tau)]^3d\tau$; it is tested against the $N=96$ grid with the origin included. With $\eta=100$ meV, $\lambda=0.060621$ bohr$^{-1}$,

$$-31.576+13.646-43.286=-61.216\ \text{meV},$$

which differs from $-60.789$ meV by a bias of $-0.43$ meV, 0.7% of the shift. The grid residuals are $-0.284$, $-0.445$, $-0.430$ and $-0.428$ meV at $N=16,32,64,96$. The program tests that for $N\ge32$ they lie within $300/N^2$ meV of the bias, and that the bias exceeds twice that bound at $N=96$, so no refinement of the grid removes it.

The bias has two sources. Outside the sphere the adiabatic integrand is still in use. Inside, the departure of the true band and vertex from the model is weighted with the adiabatic denominator. For a parabolic band only the first exists, and with $u=q/\kappa$, $y^2=\eta/\omega$,

$$\text{bias}=-\frac2\pi\alpha\omega\int_{q_c/\kappa}^\infty\Big[\frac{u^2}{u^4+y^4}-\frac1{u^2+1}\Big]du=-\frac2\pi\alpha\omega\int_{q_c/\kappa}^\infty\frac{(u^2-y^4)\,du}{(u^4+y^4)(u^2+1)}.$$

Here $y^4=4$ and $u^2\ge2.33^2>4$, so this part is negative, in agreement with the sign found; for $q_c/\kappa\gg\max(1,y^2)$ the integrand tends to $u^{-4}$ and the term falls as $(\kappa/q_c)^3$. The division of the lattice bias between the two sources was not computed. Once $q_c/\kappa>y^2$, where the integrand has one sign, a larger sphere reduces the first source, and it extends the region of the second. For smaller spheres the integrand changes sign and the first source can vanish by cancellation, as it does at $q_c=0$ for $\eta=\omega/2$, where $\sqrt{\omega/2\eta}=1$. Since $y=\lambda/\kappa$, it is small without such cancellation when the sphere exceeds both scales, so the safe choice is $q_c\gg\max(\kappa,\lambda)$, which for $\kappa a$ and $\lambda a$ as large as $0.43$ and $0.61$ means a sphere reaching well towards the zone boundary. Enlarging the sphere need not make the second source larger. That source is the integral over the sphere of the departure of $F_\eta-F$ from its model form; at large $q$, $F_\eta-F\simeq\kappa^4/q^6$ and the relative departure is of order $q^2a^2$, so the radial integrand falls as $\kappa^4a^2/q^2$.

## The scheme

1. Obtain $\epsilon^*$ from the Born charges, $\epsilon_\infty$ and phonon frequencies of the same calculation that yields the vertices, and obtain $m$ at each edge. Form $\kappa=\sqrt{2m\omega}$ and $A=M/(2\epsilon^*a)$ for the grid type in use.
2. Compute the non-adiabatic sum $\Sigma_N$ with $\mathbf q=0$ omitted, on two or more grids.
3. If the edge is isotropic and the grid cubic, subtract $E(L)$. Otherwise subtract the model on the points within a fixed $q_c$ spanning several shells, and add its integral over the volume-matched sphere. The $N^{-2}$ bound was derived for a model that is constant on the sphere; for a direction-dependent model the jump is not cancelled by matching the volume alone, and the bound is not established. With anisotropic masses and isotropic screening an isotropic model can be kept, since a mass mismatch enters only at degree 0. Apply the correction to each edge with its own mass and sign.
4. If only a broadened adiabatic sum is available, subtract $F_\eta$ in place of $F$, require $\lambda L\gg1$, and vary $q_c$ and $\eta$ to gauge the bias.
5. Check that the corrected values show no slope against $1/N$. A slope that persists as the grid is refined at fixed $q_c$ signals a mismatch in $\epsilon^*$. A sphere that holds only the origin is the one-cell correction and also shows a slope, but only until refinement brings further shells inside it. A wrong mass or frequency in the model leaves an $N^{-3}$ residual, which can look like a slope on coarse grids but flattens on finer ones. These diagnostics hold on the non-adiabatic base of step 3 only. On the broadened base of step 4 neither integrand contains a $1/q^2$ term, so a wrong $\epsilon^*$, mass or frequency produces no slope and shifts the limit by a constant. An error $\delta$ in $1/\epsilon^*$ adds $\delta\,[S(q_c)-S_\eta(q_c)]$, which for $\delta=0.1$ is $0.1(-43.286+13.646)=-2.96$ meV here, so a flat sequence does not validate the inputs.
6. As an independent check on grids with $\kappa L\gg1$, fit the raw sums with $\{1,N^{-1},N^{-3}\}$ and compare the fitted slope with $A$.

## Where the statements stop holding

The following are consequences of the degree counting and lie outside the tested model. Anisotropic dielectric tensors, several polar modes or a non-cubic grid keep a degree $-2$ term and hence the $1/N$ law. With anisotropic tensors the term depends on direction and the constant must be recomputed. On a non-cubic grid with isotropic screening the term is still $1/q^2$ and only the Madelung constant changes. With several polar modes in a cubic crystal, $\sum_\nu2|g_\nu|^2/\omega_\nu$ is the static ionic screening of a charge wave, $4\pi(1/\epsilon_\infty-1/\epsilon_0)/(\Omega q^2)$, so $A$ keeps its form with the total $\epsilon_0$, while the terms containing $\kappa$ become sums over modes. At a degenerate edge the final states run over the degenerate manifold; as $q\to0$ all denominators tend to $\omega$ and the squared overlaps sum to 1 by completeness within the manifold, so the degree $-2$ term is unchanged, while the rest of the model needs the direction-dependent masses.

Acoustic branches have $\omega_q=v|q|$, which is even under inversion yet of odd degree, and this breaks the parity argument. Deformation-potential coupling, $|g|^2\propto|q|$ over $v|q|+q^2/2m$, has degrees $0,1,\dots$ and adds $N^{-3}$ and $N^{-4}$. Piezoelectric coupling in crystals without inversion symmetry has $|g|^2\propto1/|q|$ and degrees $-2,-1,\dots$, so it adds its own $1/N$ and $1/N^2$ terms, reached only when $h\ll mv$. In a nonpolar crystal $\epsilon_0=\epsilon_\infty$ and $A=0$.

At finite temperature the absorption term has the denominator $\varepsilon_{\mathbf q}-\omega$, which vanishes on the sphere $q=\kappa$, and a state lying more than $\omega$ above the edge has such a surface in the emission term. These are principal-value singularities on surfaces, which neither the Madelung term nor the arctangent describes.

The program and its output, printed below, hold the full tables for all eight grids.

## Computed results

```
a = 10.0 bohr, m_e = 0.5, m_h = 1.0 (electron masses), eps_inf = 5.0, eps_0 = 10.0
w = 50.0 meV, eta = 100.0 meV, q_c = 0.1 1/bohr, 1 Ha = 27211.386 meV
eps* = 10.000, alpha = 1.1664, alpha*w = 58.322 meV
kappa = 0.042866 1/bohr, 1/kappa = 23.329 bohr, kappa*a = 0.4287
lambda = 0.060621 1/bohr, q_c/kappa = 2.3329
M Gamma = 2.837297, M shifted = 1.747565, Z4 = 16.53232
A = 386.034 meV, A shifted = 237.768 meV, B = 9304.9 meV
exact electron shift = -60.7889 meV = -0.00223395 Ha
parabolic L=40 bohr: direct error 45.467332, E(L) 45.467332 meV
N  kappa*L  S_N  error  A/N  B/N^3  E(L)  error-E(L)   [meV]
  4   1.71  -15.237  45.552  96.508 145.3889  45.467   0.08472
  8   3.43  -25.891  34.898  48.254  18.1736  34.917  -0.01958
 16   6.86  -38.890  21.899  24.127   2.2717  21.914  -0.01523
 24  10.29  -45.381  15.408  16.085   0.6731  15.413  -0.00529
 32  13.72  -49.012  11.777  12.064   0.2840  11.780  -0.00226
 48  20.58  -52.831   7.958   8.042   0.0841   7.958  -0.00067
 64  27.43  -54.793   5.996   6.032   0.0355   5.996  -0.00028
 96  41.15  -56.778   4.011   4.021   0.0105   4.011  -0.00008
N  n_in  residuals: shifted grid, one cell, sphere, adiabatic+eta sphere [meV]
  4      1   41.432   2.6173   2.6173   1.9750
  8      7   27.601   3.3657   0.0358  -0.5697
 16     81   14.858   2.7106   0.0889  -0.2839
 24    251    9.920   1.9609   0.0260  -0.3816
 32    515    7.436   1.4980  -0.0058  -0.4445
 48   1863    4.955   1.0064   0.0024  -0.4250
 64   4385    3.716   0.7559  -0.0007  -0.4298
 96  14939    2.477   0.5043  -0.0005  -0.4280
1/N coefficient from grids 64,96: Gamma 386.034, shifted 237.768 meV
lattice constant c: N=64 0.0430, N=96 0.0429; 1/(kappa a)^2 = 5.4423
masses (0.3, 0.6, 1.2), w = 80 meV: shift -81.485, 1/N coefficient 386.038 meV
valence shift = 86.327 meV, gap shift = -147.116 meV = -0.0054064 Ha
gap: error at N=16 44.875, 1/N coefficient 772.07, 2A 772.07 meV
adiabatic S_N at N=16,64,96: -56.84 -217.02 -323.69 meV
adiabatic slope: grid -3.3332, formula -3.3325 meV per unit N
extrapolation (4,8): residual 24.243, 3B/(4N^3) 109.042 meV
extrapolation (8,16): residual 8.900, 3B/(4N^3) 13.630 meV
extrapolation (16,32): residual 1.656, 3B/(4N^3) 1.704 meV
extrapolation (24,48): residual 0.508, 3B/(4N^3) 0.505 meV
grids 16,24,32: residual with N^-3 0.0583, with N^-2 -0.6518 meV
one-cell surviving fraction 0.1254, coefficient 48.422, grids 48.434 meV
arctan sphere integral at q_c = -43.286 meV; noise bound 300/N^2 meV
adiabatic+eta: zone value -31.576, model in sphere -13.646, bias -0.4275 meV
N for 1 meV raw error about 386, points 5.75e+07
```
